# Why compensation charge in the PAW exchange-correlation argument roughens GGA potentials

## Compensation charge in the PAW exchange-correlation energy

Take a one-dimensional energy \(E=\int\tfrac12 C\,(n')^2dx\) with constant \(C\). Varying \(n\) and integrating by parts gives \(v=\delta E/\delta n=-Cn''\). Add to a smooth density a charge \(\tfrac12 b(x_c-x)^2\) for \(x<x_c\), zero beyond. The density and its slope stay continuous, but \(n''\) drops by \(b\) at \(x_c\), so \(v\) rises by \(Cb\). A gradient term turns a gently ending charge into a step of the potential. The PAW compensation charge \(\hat n\) does this in a GGA if it is included in the argument of the functional and its second derivative jumps at the sphere edge.

### The two forms

The algebra uses atomic units, spin-unpolarized densities, non-overlapping spheres of radius \(r_c\), and \(E[n]=\int f(n,\sigma)\,d^3r\) with \(\sigma=|\nabla n|^2\). For a cell with one atom,
\[E_{xc}=E_{\rm grid}[\tilde n+\lambda\hat n]+E_{\rm sph}[n^1]-E_{\rm sph}[\tilde n^1+\lambda\hat n],\]
with \(\lambda=1\) in the Kresse form (K) and \(\lambda=0\) in the Blöchl form (B). Here \(n^1\) includes the core, and \(\tilde n,\tilde n^1\) the pseudo core. The first term is evaluated on the FFT grid, the others on a radial grid. Subtracting the forms removes the all-electron term:
\[E^K-E^B=\Phi_{\rm grid}[\tilde n]-\Phi_{\rm sph}[\tilde n^1],\qquad \Phi[m]=E[m+\hat n]-E[m].\]
Since \(\hat n\) vanishes outside the sphere and \(f\) is semilocal, the integrand of \(\Phi\) vanishes there. With complete partial waves (\(\tilde n=\tilde n^1\) inside) and exact integration the forms coincide. Including \(\hat n\) is no formal error; it adds a cancellation that two different grids must deliver.

### The potential at \(r_c\)

Varying \(E\) over the sphere and integrating by parts,
\[\delta E=\int(f_n\,\delta n+2f_\sigma\nabla n\cdot\nabla\delta n)=\int v\,\delta n+\oint 2f_\sigma\,\delta n\,\nabla n\cdot d\mathbf S,\qquad v=f_n-\nabla\cdot(2f_\sigma\nabla n).\]
For spherical \(n\) the divergence is \((2f_\sigma n')'+4f_\sigma n'/r\). The chain rule with \(\sigma'=2n'n''\) gives \((2f_\sigma n')'=2f_\sigma n''+2n'(f_{n\sigma}n'+2f_{\sigma\sigma}n'n'')\), so
\[v=f_n-C\,n''-\frac{4f_\sigma n'}{r}-2\sigma f_{n\sigma},\qquad C=2f_\sigma+4\sigma f_{\sigma\sigma}.\]
\(C\) is \(\partial^2f/\partial|\nabla n|^2\), the constant of the toy case; in LDA it is zero.

Let \(\hat n=q\,g(r)\) be a monopole with \(\int g\,d^3r=1\), let \(\tilde n\) be spherical in the sphere and smooth at \(r_c\), and write \(x=r/r_c\), \(j_0(z)=\sin z/z\), \([X]=X(r_c^+)-X(r_c^-)\).

The sinc² shape is \(g=Nj_0^2(\pi x)\). From \(\int_0^14\pi x^2j_0^2dx=(4/\pi)\int_0^1\sin^2\pi x\,dx=2/\pi\) follows \(N=\pi/2r_c^3\). Near the edge \(j_0(\pi x)\approx1-x\), so \(g\approx N(1-x)^2\): \(g=g'=0\) and \(g''(r_c^-)=2N/r_c^2=\pi/r_c^5\).

The Bessel shape is \(g=N[j_0(\pi x)+j_0(2\pi x)]\). The weights are equal because \(dj_0(kx)/dx=\cos k=\mp1\) at \(x=1\) for \(k=\pi,2\pi\), which makes \(g'=0\). With \(\int_0^14\pi x^2j_0(kx)dx=-4\pi\cos k/k^2\) the sum is \(4/\pi-1/\pi\), so \(N=\pi/3r_c^3\). The function \(u=xg/N=\sin(\pi x)/\pi+\sin(2\pi x)/2\pi\) has \(u=u'=u''=0\) and \(u'''=\pi^2-4\pi^2\) at \(x=1\). Hence \(g''=0\) and \(g'''(r_c^-)=-3\pi^2N/r_c^3=-\pi^3/r_c^6\).

Because \(n\) and \(n'\) are continuous, every term of \(v\) except \(-Cn''\) is continuous. For sinc², \([n'']=-q\pi/r_c^5\) and
\[J=[v]=C\,q\,\pi/r_c^5 .\]
For Bessel, \(n''\) is continuous too; in \(v'\) the third derivative enters through \(-Cn'''\), and \([n''']=+q\pi^3/r_c^6\) gives a kink \(K=[v']=-Cq\pi^3/r_c^6\). In LDA, \(\Delta v=v[\tilde n+\hat n]-v[\tilde n]\approx f_{nn}\hat n\) near \(r_c\), so sinc² leaves a curvature \(M=\Delta v''(r_c^-)=f_{nn}q\pi/r_c^5\). The GGA energy density \(e(r)=f\) is one order smoother than \(v\): \(e'=f_nn'+2f_\sigma n'n''\), so \([e']=-2f_\sigma n'q\pi/r_c^5\) for sinc².

### What a plane-wave basis loses

With \(w=r\Delta v\), three partial integrations give
\[\Delta v(G)=\frac{4\pi}{G}\int_0^{r_c}w\sin Gr\,dr=\frac{4\pi}{G}\left[-\frac{w\cos Gr}{G}+\frac{w'\sin Gr}{G^2}+\frac{w''\cos Gr}{G^3}\right]_{r_c^-}+\dots\]
The origin contributes nothing when \(\Delta v\) is smooth there, since \(w\) is then odd. As \(\Delta v=0\) outside, the first nonzero edge values are \(w=-r_cJ\), \(w'=-r_cK\) and \(w''=r_cM\). The leading tails are \(4\pi r_cJ\cos(Gr_c)/G^2\), \(-4\pi r_cK\sin(Gr_c)/G^3\) and \(4\pi r_cM\cos(Gr_c)/G^4\). Parseval's theorem, with the squared oscillation averaged to \(\tfrac12\), gives the norm beyond a cut \(G_c\):
\[\|\Delta v\|^2_{>G_c}\approx\frac1{2\pi^2}\int_{G_c}^\infty G^2\,\frac{16\pi^2r_c^2A^2}{2G^{2p}}\,dG=\frac{4r_c^2A^2}{(2p-3)\,G_c^{2p-3}},\]
with \((A,p)=(J,2),(K,3),(M,4)\). For the step the norm falls as \(G_c^{-1/2}\). The radial term, which should cancel it, can hold the step by ending its grid at \(r_c\). Close to the surface, where its curvature can be neglected, a step has no length scale, so the error at distance \(d\) depends on \(d/h\) for grid spacing \(h\): refinement narrows the shell of large error without lowering the maximum. For a kink the same dimensional argument gives an error of order \(Kh\). The centre of the sphere needs separate care, because waves from the whole surface meet there in phase. With a spherical cutoff \(G_c\), the tail of the step leaves an error at the centre that approaches \((2J/\pi)\sin(G_cr_c)\) for large \(G_c\), so its amplitude does not decay.

### How large: a model

The model has round parameters: \(\tilde n\) is 0.02 Å⁻³ plus a one-electron Gaussian \(\propto e^{-r^2/a^2}\) with \(a=1\) Å, \(r_c=1\) Å, \(q=0.2\), in a 6 Å cubic cell, with PBE (Slater exchange and PW correlation for LDA). At \(r_c\), \(n=0.0861\) Å⁻³, \(s=0.562\) and \(C=-1.276\) eV Å⁵. Then
\[J=-1.276\times0.6283=-0.80\ \text{eV}\ (-0.029\ \text{hartree}),\qquad K=(-1.276)(-6.201)=7.9\ \text{eV/Å},\]
\(M=-26.4\times0.6283=-16.6\) eV/Å², and \([e']=-2(-0.260)(-0.132)(0.628)=-0.043\) eV/Å⁴. The numerical check reproduces \(J\), \(K\) and \([e']\) by extrapolating to \(r_c\) from each side, the tails by quadrature, and the norm law at \(G_c=126\) Å⁻¹. At \(G_c=31.4\) Å⁻¹ the computed norms are 0.30, 0.045 and 0.0028 eV Å\(^{3/2}\). The leading-order law gives 0.29, 0.052 and 0.0027 there, so for Bessel it overshoots the computed norm by 15%.

The table gives the maximum error in eV of the FFT potential (gradient and divergence in reciprocal space) relative to the radial formula, over grid points near the atom, for one atomic position.

| grid | \(h\) (Å) | Blöchl | Bessel | sinc² |
|---|---|---|---|---|
| 33³ | 0.182 | \(7\times10^{-4}\) | 0.139 | 0.49 |
| 49³ | 0.122 | \(8\times10^{-6}\) | 0.065 | 0.44 |
| 65³ | 0.092 | \(1.5\times10^{-7}\) | 0.050 | 0.44 |

At this position the sinc² error is 0.55 to 0.61 of \(|J|\) on the three grids; the fraction changes with the position of the atom. The Bessel error falls by 2.8 while \(h\) falls by 2.0, roughly linearly but unevenly. The last Blöchl entry includes the periodic images of the Gaussian, which the radial formula omits; with them in the reference it is \(1.0\times10^{-7}\). The fast fall of the Blöchl column belongs to this analytic \(\tilde n\); a pseudo core whose second derivative jumps would put a step into \(-Cn''\) in either form.

The energy hardly shows the defect. Out of \(\Phi=-2.04\) eV for sinc², at the atomic position of the table, the grid misses \(7\times10^{-5}\) eV at 33³ and about \(10^{-6}\) eV, of either sign, on the finer grids; other positions reach \(3\times10^{-4}\) eV at 33³ and \(6\times10^{-5}\) eV at 49³. Among four positions on the 33³ grid the energy spreads by \(5\times10^{-4}\) eV (sinc²), \(3\times10^{-5}\) eV (Bessel) and \(5\times10^{-11}\) eV (Blöchl); four samples bound the full ripple from below. In this model a converged energy does not certify the potential point by point. Integrals of the potential against smooth functions are far more accurate and do converge. In the Kresse form \(v\) enters the nonlocal coefficients through \(\partial E_{\rm grid}/\partial q=\int v\,g\,d^3r\); for sinc² at the position of the table this integral is off by \(6.5\times10^{-4}\), \(7\times10^{-5}\) and \(2\times10^{-5}\) eV on the three grids, and by up to \(1.7\times10^{-3}\) eV at other positions on the 33³ grid. The average of \(v\) over a normalized Gaussian \(\propto e^{-r^2/b^2}\) with \(b=0.7\) Å is off by at most about \(10^{-4}\) eV at 33³ over five positions. That the pointwise errors slow or break self-consistency is a conjecture here, since no self-consistent cycle was run.

### Low density and negative \(q\)

PBE exchange is \(f_x=A_xn^{4/3}F(s)\), with \(A_x=-\tfrac34(3/\pi)^{1/3}\), \(s=|\nabla n|/(2k_Fn)\), \(k_F=(3\pi^2n)^{1/3}\), \(F=1+\kappa-\kappa/(1+y)\) and \(y=\mu s^2/\kappa\). Then \(F'=2\mu s/(1+y)^2\), \(F''=2\mu[(1+y)-4y]/(1+y)^3\), and two derivatives with respect to \(|\nabla n|\) give
\[C_x=\frac{A_xn^{4/3}F''}{4k_F^2n^2}=\frac{A_x\,n^{-4/3}}{4(3\pi^2)^{2/3}}\,\frac{2\mu(1-3y)}{(1+y)^3}.\]
It changes sign at \(y=1/3\). At fixed \(s=0.562\), a tenfold lower density raises \(|C_x|\) from 1.86 to 40.0 eV Å⁵, a factor of 21.5. Full PBE goes from 1.28 to 9.7, a factor of 7.6. At small \(s\) correlation cancels exchange. With \(A_xn^{4/3}=-3k_Fn/4\pi\) and \(F\approx1+\mu s^2\), exchange gives \(f_\sigma=-3\mu/(16\pi k_Fn)\). The correlation term \(n\beta t^2\), with \(t^2=\pi\sigma/(16k_Fn^2)\), gives \(+\beta\pi/(16k_Fn)\), and \(\mu=\beta\pi^2/3\) makes the sum zero. At \(s=0.001\), \(C/C_x=2\times10^{-6}\), so in PBE the step needs a finite \(s\) at \(r_c\). The cancellation is special to this choice of \(\mu\): at the same density and \(s=0.01\), \(C/C_x\) is \(-0.23\) for PBEsol and \(0.85\) for BLYP.

A negative \(q\) depletes the argument. When \(\tilde n/g\) is least at the origin, \(\tilde n+\hat n\) turns negative at \(q_c=-\tilde n(0)/g(0)\). With \(\tilde n(0)=0.1996\) Å⁻³ and \(g(0)=\pi/2r_c^3\) or \(2\pi/3r_c^3\), \(q_c=-0.127\) (sinc²) and \(-0.095\) (Bessel): the smoother edge costs margin at the centre. Above \(q_c\), put \(\epsilon=n(0)\). Near the origin \(n'\approx n''(0)r\) and \(\sigma\to0\), so \(v-f_n\to-2f_\sigma n''-4f_\sigma n''=-6f_\sigma n''(0)\), which for exchange carries \(\epsilon^{-4/3}\). The feature extends to \(s\sim1\), that is \(r\sim2k_F\epsilon/n''(0)\propto\epsilon^{4/3}\). For sinc² at \(q/q_c=0.5,0.9,0.99\) the exchange value is 2.4, 56 and 1370 eV. In full PBE the cancellation removes it at the origin and leaves a lower peak of \(|v-f_n|\) off centre (searched within 0.26 Å of the origin): 0.04, 13 and 250 eV at 0.18, 0.044 and 0.0022 Å. The first is only a small local maximum at \(s=0.15\), below the 0.53 eV reached near \(r_c\). The last two sit at \(s=1.0\) and \(1.3\), are the largest values in the sphere, and lie below the finest spacing above.

### Unscreening and incomplete partial waves

A Kresse-form dataset subtracts \(v[\tilde n+\hat n]\) of the reference atom from a smooth screened potential, so its local potential carries a step \(-J_{\rm ref}\). The sum is step-free when \(J=J_{\rm ref}\), provided both pieces are represented alike. Raising the background to 0.03 Å⁻³ at fixed \(q\) changes \(J\) to \(-0.61\) eV and leaves \(-0.61+0.80=0.19\) eV.

With \(\tilde n=\tilde n^1+\delta\) and exact integration, apply the variation formula to both terms of \(\Phi\). The surface terms are equal because \(\hat n=\hat n'=0\) at \(r_c\), so
\[E^K-E^B=\int\Delta v\,\delta\,d^3r+O(\delta^2).\]
A uniform \(\delta=0.005\) Å⁻³ (0.021 electrons) gives \(-10.2\) meV for sinc² and \(-9.3\) meV for Bessel, against \(-10.1\) and \(-9.2\) meV at first order. This difference survives grid refinement. At fixed densities and with incomplete partial waves, the Kresse XC energy thus depends on the shape of \(g\), and the Blöchl XC energy does not. The same expansion against \(E[n^1+\delta]\) gives the error \(\int(v[\tilde n^1+\lambda\hat n]-v[n^1])\,\delta\) at first order, which does not rank the forms without knowledge of \(n^1\) and \(\delta\).

### What to do

With a GGA, use the Blöchl form where code and dataset both support it; the dataset must be unscreened in the same form, because the stored local potential differs between the two. Smoothness of \(\tilde n\) and of the pseudo core through the second derivative then remains the requirement for a step-free \(v\). If the Kresse form is fixed, take a shape with \(g''(r_c)=0\), estimate \(J\) or \(K\) from \(C\) at \(r_c\), and check the minimum of \(\tilde n+\hat n\) for negative \(q\); a larger pseudo core at the origin moves \(q_c\) away. Judge grid convergence on integrals of the potential such as \(\int v\,g\,d^3r\) and on translation of the atom across the grid as well as on the energy at one position; with a step, the maximum pointwise error does not fall and cannot serve as the criterion. The formulas above cover a spherical monopole; higher multipoles and spin polarization need their own edge analysis.

## Calculated quantities

```
rc, a, L (A); background (A^-3); q (e): 1 1 6 0.02 0.2
at rc: n (A^-3), dn/dr (A^-4), s: 0.086066 -0.13213 0.56199
f_sigma, C PBE (eV A^5); f_nn LDA (eV A^3): -0.25979 -1.2761 -26.405
q g''(rc-) sinc2 (A^-5), q g'''(rc-) Bessel (A^-6): 0.62832 -6.2013
step J formula, numeric (eV): -0.80178 -0.80178
step J (hartree): -0.029465
kink K formula, numeric (eV/A): 7.9133 7.9133
LDA curvature M (eV/A^2); energy kink (eV/A^4): -16.59 -0.043137
PBE sinc2 FT at G(1/A), numeric, law (eV A^3): 314.16 -0.00010219 -0.00010209
PBE sinc2 cut norm num,law,num,law (eV A^1.5): 0.29994 0.2861 0.14337 0.14305
PBE Bessel FT at G(1/A), numeric, law (eV A^3): 315.73 -3.1561e-06 -3.1595e-06
PBE Bessel cut norm num,law,num,law (eV A^1.5): 0.045131 0.051892 0.0064713 0.0064865
LDA sinc2 FT at G(1/A), numeric, law (eV A^3): 314.16 -2.1413e-08 -2.1403e-08
LDA sinc2 cut norm num,law,num,law (eV A^1.5): 0.0027867 0.0026824 8.4016e-05 8.3826e-05
the two cuts Gc (1/A): 31.416 125.66
radial Phi sinc2, Bessel (eV): -2.0422 -2.115
N, h (A), Gmax (1/A): 33 0.18182 17.279
  max v error Bloechl, Bessel, sinc2 (eV): 0.00066253 0.13921 0.49061
  E_K-E_B from grid: Bessel, sinc2 (eV): 5.7752e-07 7.1675e-05
N, h (A), Gmax (1/A): 49 0.12245 25.656
  max v error Bloechl, Bessel, sinc2 (eV): 7.9647e-06 0.064695 0.43936
  E_K-E_B from grid: Bessel, sinc2 (eV): -1.4825e-06 -7.7315e-07
N, h (A), Gmax (1/A): 65 0.092308 34.034
  max v error Bloechl, Bessel, sinc2 (eV): 1.4708e-07 0.050398 0.44169
  E_K-E_B from grid: Bessel, sinc2 (eV): 3.9181e-07 1.1344e-06
egg-box N=33 Bloechl, Bessel, sinc2 (eV): 5.286e-11 2.5797e-05 0.0005167
same s: n (A^-3), C_x, C_PBE (eV A^5): 0.086066 -1.8564 -1.2761
same s: n (A^-3), C_x, C_PBE (eV A^5): 0.0086066 -39.995 -9.7118
C_PBE/C_x at s=0.001: 2.0168e-06
nt(0) (A^-3); q_c sinc2, Bessel (e): 0.19959 -0.12706 -0.095296
q/q_c, n(0) A^-3, x spike eV, PBE peak eV, at r A: 0.5 0.099794 2.3511 0.039724 0.18247
q/q_c, n(0) A^-3, x spike eV, PBE peak eV, at r A: 0.9 0.019959 55.602 13.331 0.044359
q/q_c, n(0) A^-3, x spike eV, PBE peak eV, at r A: 0.99 0.0019959 1370 249.84 0.0022208
background (A^-3), J, J-J_ref (eV): 0.03 -0.60705 0.19474
uniform delta (A^-3), its charge (e): 0.005 0.020944
PBE sinc2 E_K-E_B exact, first order (eV): -0.010196 -0.010122
PBE Bessel E_K-E_B exact, first order (eV): -0.0092766 -0.0092108
```
